# Small-Signal Impedance of a Self-Heated Activated Resistor: a program that tests the result

```python
"""
Small-signal impedance of a self-heated, thermally activated resistor.

Result under test (time factor exp(+j w t)):
    Z(w) = R (1 - beta + j w tau) / (1 + beta + j w tau)
R    = V/I at the operating point        a   = -d ln R / dT
G    = d(heat loss)/dT                   tau = heat capacity / G
beta = a * I * V / G
Z(0) is the static slope dV/dI (negative for beta > 1); Z(infinity) = V/I.
The reference side is the full nonlinear heat equation
    heat_capacity * dT/dt = I V - loss(T).
Example: NTC bead thermistor, rough typical parameters, SI units inside.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn

k_B, q_e, eps0 = const.k, const.e, const.epsilon_0

# ---------------- inputs (rough typical bead thermistor) ----------------
T_amb = 298.15            # K
R_amb = 10e3              # ohm at T_amb
E_act = 0.30 * q_e        # J
G_th = 0.5e-3             # W/K
radius = 0.5e-3           # m
c_vol = 3.0e6             # J/(m^3 K)
kappa = 3.0               # W/(m K)
gap = 0.5e-3              # m, electrode distance
eps_r = 15.0
hop = 0.3e-9              # m, hopping distance
emissivity = 0.9
air_exponent = 0.8        # air conductivity ~ T**0.8
I_bias = 6e-3             # A

B = E_act / k_B           # activation temperature, K
C_th = c_vol * 4 / 3 * math.pi * radius**3
tau = C_th / G_th


def resistance(T):
    return R_amb * math.exp(B * (1 / T - 1 / T_amb))


def ntc_voltage(current, T):
    return current * resistance(T)


def linear_loss(T):
    return G_th * (T - T_amb)


def operating_temperature(current, voltage, loss):
    return brentq(lambda T: current * voltage(current, T) - loss(T),
                  T_amb, 2000.0, xtol=1e-12)


def simulated_impedance(omega, bias, voltage, loss, rel_amp=1e-3):
    """Fourier component of v over that of i, from the nonlinear equation."""
    T_op = operating_temperature(bias, voltage, loss)
    amp = rel_amp * bias
    period = 2 * math.pi / omega
    n_per = math.ceil(20 * tau / period) + 1

    def rhs(t, y):
        cur = bias + amp * math.cos(omega * t)
        T = T_op + y[0]
        return [(cur * voltage(cur, T) - loss(T)) / C_th]

    n_s = 64
    times = (n_per - 1 + np.arange(n_s) / n_s) * period
    sol = solve_ivp(rhs, (0, n_per * period), [0.0], method="DOP853",
                    t_eval=times, rtol=1e-9, atol=1e-10,
                    max_step=period / 10)
    assert sol.success
    v = np.array([voltage(bias + amp * math.cos(omega * t), T_op + y)
                  for t, y in zip(times, sol.y[0])])
    return 2 / n_s * np.sum(v * np.exp(-1j * omega * times)) / amp


def formula_impedance(omega, R, beta, tau_th):
    s = 1j * omega * tau_th
    return R * (1 - beta + s) / (1 + beta + s)


# ---------------- operating point and derived quantities ----------------
T_op = operating_temperature(I_bias, ntc_voltage, linear_loss)
R_op = resistance(T_op)
V_op = I_bias * R_op
P_op = I_bias * V_op
a_op = B / T_op**2
beta = a_op * P_op / G_th
Z_low = R_op * (1 - beta) / (1 + beta)
R_p = 2 * beta * R_op / (1 + beta)
L_eq = 2 * beta * R_op * tau / (1 + beta)**2
assert beta > 1

# ---------------- static slope from the static curve --------------------
dI = 1e-4 * I_bias
V_side = [ntc_voltage(c, operating_temperature(c, ntc_voltage, linear_loss))
          for c in (I_bias - dI, I_bias + dI)]
slope = (V_side[1] - V_side[0]) / (2 * dI)
assert abs(slope / Z_low - 1) < 1e-5

# ---------------- impedance against the nonlinear simulation ------------
w_zero = math.sqrt(beta**2 - 1) / tau      # Re Z = 0
w_top = (1 + beta) / tau                   # top of the arc
omegas = [0.02 / tau, 0.5 / tau, w_zero, w_top, 15 / tau, 100 / tau]
Z_sim = [simulated_impedance(w, I_bias, ntc_voltage, linear_loss)
         for w in omegas]
Z_for = [formula_impedance(w, R_op, beta, tau) for w in omegas]
worst = max(abs(s - f) for s, f in zip(Z_sim, Z_for)) / R_op
assert worst < 1e-4
assert all(z.imag > 0 for z in Z_sim)
for z in Z_sim:
    assert abs(abs(z - R_op / (1 + beta)) / (R_op * beta / (1 + beta)) - 1) < 3e-4
assert abs(Z_sim[2].real) < 1e-4 * R_op
assert abs(Z_sim[3].imag / (R_op * beta / (1 + beta)) - 1) < 3e-4
assert abs(Z_sim[0].imag / omegas[0] / L_eq - 1) < 2e-3
assert abs(Z_sim[-1].real / R_op - 1) < 2e-3

# effect of a 10 % current swing
Z_big = simulated_impedance(1 / tau, I_bias, ntc_voltage, linear_loss, 0.1)
Z_ref = formula_impedance(1 / tau, R_op, beta, tau)
big_dev = abs(Z_big - Z_ref) / abs(Z_ref)

# ---------------- step of current: jump, then fall ----------------------
step = 1e-5 * I_bias
t_step = np.array([0.0, 0.3, 1.0, 3.0]) * tau / (1 + beta)
sol = solve_ivp(lambda t, y: [((I_bias + step)**2 * resistance(T_op + y[0])
                               - linear_loss(T_op + y[0])) / C_th],
                (0, t_step[-1]), [0.0], method="DOP853", t_eval=t_step,
                rtol=1e-10, atol=1e-13)
v_step = np.array([((I_bias + step) * resistance(T_op + y) - V_op) / step
                   for y in sol.y[0]])
circuit = Z_low + R_p * np.exp(-R_p * t_step / L_eq)
assert np.max(np.abs(v_step - circuit)) < 2e-4 * R_op

# ---------------- turnover of the static curve --------------------------
root = math.sqrt(1 - 4 * T_amb / B)
T_turn, T_upper = B / 2 * (1 - root), B / 2 * (1 + root)


def static_voltage(T):
    return math.sqrt(linear_loss(T) * resistance(T))


opt = {"xatol": 1e-7}
num_max = minimize_scalar(lambda T: -static_voltage(T), method="bounded",
                          bounds=(T_amb + 1, 700), options=opt).x
num_min = minimize_scalar(static_voltage, method="bounded",
                          bounds=(1000, 6000), options=opt).x
assert abs(num_max - T_turn) < 0.01 and abs(num_min - T_upper) < 0.05
V_turn = static_voltage(T_turn)
I_turn = V_turn / resistance(T_turn)
x_grid = np.linspace(1.01, 8, 4000)        # T / T_amb
for ratio, has_ndr in ((3.9, False), (4.1, True)):
    log_v2 = np.log(x_grid - 1) + ratio / x_grid
    assert bool(np.any(np.diff(log_v2) < 0)) == has_ndr

# ---------------- voltage source with series load -----------------------
R_crit = -Z_low


def growth_rates(R_load):
    source = I_bias * (R_op + R_load)

    def rhs(t, y):
        r = resistance(T_op + y[0])
        return [((source / (r + R_load))**2 * r
                 - linear_loss(T_op + y[0])) / C_th]
    start, span = 1e-4, 2 * tau
    end = solve_ivp(rhs, (0, span), [start], method="DOP853",
                    rtol=1e-10, atol=1e-14).y[0, -1]
    law = -(R_load * (1 + beta) + R_op * (1 - beta)) / (tau * (R_op + R_load))
    return math.log(end / start) / span, law


for R_load in (0.0, 0.5 * R_crit, 2 * R_crit):
    measured, law = growth_rates(R_load)
    assert abs(measured - law) * tau < 1e-3
    assert (measured > 0) == (R_load < R_crit)
rate_v = growth_rates(0.0)[0]

# ---------------- current source with parallel capacitor ----------------
C_crit = tau / (R_op * (beta - 1))


def eigenvalues(C_par):
    def drift(T, V):
        r = resistance(T)
        return np.array([(V * V / r - linear_loss(T)) / C_th,
                         (I_bias - V / r) / C_par])
    hT, hV = 1e-3, 1e-4
    col_T = (drift(T_op + hT, V_op) - drift(T_op - hT, V_op)) / (2 * hT)
    col_V = (drift(T_op, V_op + hV) - drift(T_op, V_op - hV)) / (2 * hV)
    return np.linalg.eigvals(np.column_stack([col_T, col_V]))


assert max(eigenvalues(0.97 * C_crit).real) < 0
assert max(eigenvalues(1.03 * C_crit).real) > 0
assert abs(max(eigenvalues(C_crit).imag) / w_zero - 1) < 1e-4

# ---------------- metal-like resistor: capacitive response --------------
def metal_voltage(current, T):
    return current * 100.0 * (1 + 0.004 * (T - T_amb))


I_met = 0.02
T_met = operating_temperature(I_met, metal_voltage, linear_loss)
R_met = metal_voltage(I_met, T_met) / I_met
beta_met = -0.004 * 100.0 / R_met * I_met**2 * R_met / G_th
Z_met = simulated_impedance(1 / tau, I_met, metal_voltage, linear_loss)
assert abs(Z_met - formula_impedance(1 / tau, R_met, beta_met, tau)) < 1e-4 * R_met
assert Z_met.imag < 0

# ---------------- non-ohmic at fixed T: other high-frequency limit ------
m_test = 0.2                               # d ln I / d ln V = 1 + m_test


def nonohmic_voltage(current, T):
    return I_bias * resistance(T) * (current / I_bias)**(1 / (1 + m_test))


Z_non = simulated_impedance(100 / tau, I_bias, nonohmic_voltage, linear_loss)
assert abs(Z_non.real * (1 + m_test) / R_op - 1) < 3e-3

# ---------------- neglected: loss law and prefactor ---------------------
area = 4 * math.pi * radius**2
p_air = 1 + air_exponent


def radiated(T):
    return emissivity * const.sigma * area * (T**4 - T_amb**4)


air_scale = (P_op - radiated(T_op)) / (T_op**p_air - T_amb**p_air)


def real_loss(T):
    return radiated(T) + air_scale * (T**p_air - T_amb**p_air)


def hopping_voltage(current, T):
    return current * R_op * T / T_op * math.exp(B * (1 / T - 1 / T_op))


G_slope = (real_loss(T_op + 0.01) - real_loss(T_op - 0.01)) / 0.02
beta_loss = a_op * P_op / G_slope
beta_pref = (a_op - 1 / T_op) * P_op / G_th
beta_both = (a_op - 1 / T_op) * P_op / G_slope
Z_low_both = R_op * (1 - beta_both) / (1 + beta_both)
for volt, loss, b, G in ((ntc_voltage, real_loss, beta_loss, G_slope),
                         (hopping_voltage, linear_loss, beta_pref, G_th),
                         (hopping_voltage, real_loss, beta_both, G_slope)):
    z = simulated_impedance(1 / tau, I_bias, volt, loss)
    assert abs(z - formula_impedance(1 / tau, R_op, b, C_th / G)) < 1e-4 * R_op

# ---------------- neglected: space, field, capacitance ------------------
spread = P_op / (8 * math.pi * kappa * radius)      # centre minus surface
x_radial = brentq(lambda x: spherical_jn(0, x, True), 4, 5)
x_side = brentq(lambda x: spherical_jn(1, x, True), 1, 3)
t_inner = c_vol * radius**2 / (kappa * x_radial**2)
heat_density = P_op / (C_th / c_vol)
filament = a_op * heat_density / (kappa * (x_side / radius)**2)
field = V_op / gap
kT = k_B * T_op
m_hop = (q_e * field * hop / (2 * kT))**2 / 3
m_pf = 0.5 * math.sqrt(q_e**3 * field / (math.pi * eps_r * eps0)) / kT
saddle = math.sqrt(q_e / (4 * math.pi * eps_r * eps0 * field))
C_geo = eps_r * eps0 * math.pi * radius**2 / gap
f_geo = 1 / (2 * math.pi * R_op * C_geo)

# ---------------- output ------------------------------------------------
two_pi = 2 * math.pi
print(f"Inputs: T0 {T_amb:.2f} K, R(T0) {R_amb/1e3:.1f} kohm, Ea {E_act/q_e:.2f} eV")
print(f"  G {G_th*1e3:.2f} mW/K, bead diameter {2e3*radius:.1f} mm, I {I_bias*1e3:.1f} mA")
print(f"  heat capacity per volume {c_vol/1e6:.1f} J/(cm3 K), kappa {kappa:.1f} W/(m K)")
print(f"  gap {gap*1e3:.1f} mm, eps_r {eps_r:.0f}, hop {hop*1e9:.1f} nm")
print(f"  emissivity {emissivity:.1f}, air conductivity exponent {air_exponent:.1f}")
print(f"Ea/kB = {B:.1f} K; Ea/(kB T0) = {B/T_amb:.2f}")
print(f"heat capacity = {C_th*1e3:.3f} mJ/K; tau = {tau:.3f} s")
print(f"turnover: T = {T_turn:.2f} K, V = {V_turn:.3f} V, I = {I_turn*1e3:.3f} mA")
print(f"upper turnover temperature (formal) = {T_upper:.0f} K")
print(f"operating T = {T_op:.2f} K, rise = {T_op-T_amb:.2f} K")
print(f"operating V = {V_op:.3f} V, P = {P_op*1e3:.2f} mW")
print(f"a = {a_op:.5f} 1/K; beta = {beta:.4f}")
print(f"V/I = {R_op:.1f} ohm; dV/dI formula = {Z_low:.1f} ohm")
print(f"dV/dI from static curve = {slope:.1f} ohm")
print(f"R_p = {R_p:.1f} ohm; L = {L_eq:.0f} H; L/R_p = {L_eq/R_p:.3f} s")
print(f"arc centre = {R_op/(1+beta):.1f} ohm, radius = {R_op*beta/(1+beta):.1f} ohm")
print(f"Re Z = 0 at {w_zero/two_pi:.4f} Hz; arc top at {w_top/two_pi:.4f} Hz")
print("f (Hz) | Z formula (ohm) | Z simulated (ohm)")
for w, f, s in zip(omegas, Z_for, Z_sim):
    print(f"{w/two_pi:8.4f} | {f.real:7.1f} {f.imag:+7.1f}j | {s.real:7.1f} {s.imag:+7.1f}j")
print(f"largest |difference|/R = {worst:.1e}")
print(f"10 % current swing at w tau = 1 changes Z by {100*big_dev:.2f} %")
print("current step: t (s), v/i simulated (ohm), circuit (ohm)")
for t, v, c in zip(t_step, v_step, circuit):
    print(f"  {t:.3f}  {v:.1f}  {c:.1f}")
print(f"voltage drive growth rate = {rate_v:.4f} 1/s")
print(f"least stabilizing series load = {R_crit:.1f} ohm")
print(f"largest stable parallel capacitance = {C_crit*1e3:.3f} mF")
print(f"metal-like resistor: beta = {beta_met:.3f}, Z = {Z_met.real:.2f} {Z_met.imag:+.2f}j ohm")
print("Neglected effects:")
print(f"  beta with air and radiation loss law = {beta_loss:.3f}")
print(f"  beta with prefactor ~ T = {beta_pref:.3f}; with both = {beta_both:.3f}")
print(f"  dV/dI with both = {Z_low_both:.1f} ohm")
print(f"  temperature spread in bead = {spread:.2f} K, changes R by {100*a_op*spread:.1f} %")
print(f"  internal diffusion time = {t_inner*1e3:.1f} ms, corner {1/(two_pi*t_inner):.1f} Hz")
print(f"  filament ratio (unstable above 1) = {filament:.3f}")
print(f"  field = {field/100:.0f} V/cm; hopping non-ohmic exponent = {m_hop:.1e}")
print(f"  Poole-Frenkel exponent = {m_pf:.3f}, saddle distance = {saddle*1e9:.0f} nm")
print(f"  bead capacitance = {C_geo*1e12:.2f} pF, corner = {f_geo/1e6:.0f} MHz")
print("all good")
```

Running it gives:

```
Inputs: T0 298.15 K, R(T0) 10.0 kohm, Ea 0.30 eV
  G 0.50 mW/K, bead diameter 1.0 mm, I 6.0 mA
  heat capacity per volume 3.0 J/(cm3 K), kappa 3.0 W/(m K)
  gap 0.5 mm, eps_r 15, hop 0.3 nm
  emissivity 0.9, air conductivity exponent 0.8
Ea/kB = 3481.4 K; Ea/(kB T0) = 11.68
heat capacity = 1.571 mJ/K; tau = 3.142 s
turnover: T = 329.30 K, V = 7.184 V, I = 2.168 mA
upper turnover temperature (formal) = 3152 K
operating T = 370.95 K, rise = 72.80 K
operating V = 6.067 V, P = 36.40 mW
a = 0.02530 1/K; beta = 1.8418
V/I = 1011.1 ohm; dV/dI formula = -299.5 ohm
dV/dI from static curve = -299.5 ohm
R_p = 1310.6 ohm; L = 1449 H; L/R_p = 1.105 s
arc centre = 355.8 ohm, radius = 655.3 ohm
Re Z = 0 at 0.0784 Hz; arc top at 0.1440 Hz
f (Hz) | Z formula (ohm) | Z simulated (ohm)
  0.0010 |  -299.5    +9.2j |  -299.5    +9.2j
  0.0253 |  -260.2  +223.7j |  -260.2  +223.7j
  0.0784 |     0.0  +550.3j |     0.0  +550.3j
  0.1440 |   355.8  +655.3j |   355.8  +655.3j
  0.7599 |   965.7  +239.7j |   965.7  +239.7j
  5.0661 |  1010.0   +37.2j |  1010.0   +37.2j
largest |difference|/R = 3.2e-07
10 % current swing at w tau = 1 changes Z by 0.36 %
current step: t (s), v/i simulated (ohm), circuit (ohm)
  0.000  1011.1  1011.1
  0.332  671.4  671.4
  1.105  182.6  182.6
  3.316  -234.3  -234.3
voltage drive growth rate = 0.2680 1/s
least stabilizing series load = 299.5 ohm
largest stable parallel capacitance = 3.691 mF
metal-like resistor: beta = -0.320, Z = 190.82 -64.36j ohm
Neglected effects:
  beta with air and radiation loss law = 1.676
  beta with prefactor ~ T = 1.646; with both = 1.497
  dV/dI with both = -201.3 ohm
  temperature spread in bead = 0.97 K, changes R by 2.4 %
  internal diffusion time = 12.4 ms, corner 12.9 Hz
  filament ratio (unstable above 1) = 0.034
  field = 121 V/cm; hopping non-ohmic exponent = 1.1e-09
  Poole-Frenkel exponent = 0.034, saddle distance = 89 nm
  bead capacitance = 0.21 pF, corner = 755 MHz
all good
```
